# Comparing exponential, Cayley and Löwdin parameterizations of orbital rotations: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Three parameterizations of an orbital rotation by an antihermitian matrix K:
  exponential  exp(K)
  Cayley       (1-K/2)^-1 (1+K/2)
  Lowdin       (1+K) [(1+K)^dagger (1+K)]^(-1/2)
Result under test: all equal 1 + K + K^2/2 + O(K^3); Cayley - exponential
= K^3/12 and Lowdin - exponential = K^3/3 at third order.
For a closed-shell energy with gradient form g and Hessian form H in the
virtual-occupied block X of K, with X3 = -X X^T X and c = 1/12 or 1/3,
  E_map - E_exponential = c g(X3) + c H(X, X3) + O(X^5).
Example: C2H4, restricted Hartree-Fock, 6-31G. Atomic units inside, eV printed.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from pyscf import gto, scf

EV = constants.physical_constants["Hartree energy in eV"][0]


def exponential(K):
    return expm(K)


def cayley(K):
    one = np.eye(len(K))
    return np.linalg.solve(one - K / 2, one + K / 2)


def symmetric_orthonormalize(A, metric):
    w, V = np.linalg.eigh(A.conj().T @ metric @ A)
    return A @ (V / np.sqrt(w)) @ V.conj().T


def lowdin(K):
    one = np.eye(len(K))
    return symmetric_orthonormalize(one + K, one)


def gram_schmidt(K):
    Q, R = np.linalg.qr(np.eye(len(K)) + K)
    d = np.diag(R)
    return Q * (d / abs(d))


def taylor_coefficient(func, power, step):
    """Coefficient of t^power, if lower terms of the same parity vanish.
    The leading step^2 error is removed by extrapolation."""
    sign = (-1) ** power

    def part(t):
        return (func(t) + sign * func(-t)) / (2 * t ** power)
    return (4 * part(step / 2) - part(step)) / 3


MAPS = {"exponential": exponential, "Cayley": cayley, "Lowdin": lowdin}
CUBIC = {"Cayley": 1 / 12, "Lowdin": 1 / 3}

# ---- matrix expansions on a general complex antihermitian matrix ----
rng = np.random.default_rng(7)
A = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
K = A - A.conj().T
K /= np.linalg.norm(K, 2)
K2, K3, K4 = K @ K, K @ K @ K, K @ K @ K @ K
one = np.eye(5)
for name, rotation in MAPS.items():
    U = rotation(2.5 * K)
    assert np.allclose(U.conj().T @ U, one, atol=1e-12)
    first = taylor_coefficient(lambda t: rotation(t * K), 1, 0.05)
    second = taylor_coefficient(lambda t: rotation(t * K) - one, 2, 0.05)
    assert np.allclose(first, K, atol=1e-5)
    assert np.allclose(second, K2 / 2, atol=1e-5)
    third = taylor_coefficient(lambda t: rotation(t * K) - t * K, 3, 0.05)
    fourth = taylor_coefficient(
        lambda t: rotation(t * K) - one - t**2 * K2 / 2, 4, 0.05)
    b3 = {"exponential": 1 / 6, "Cayley": 1 / 4, "Lowdin": 1 / 2}[name]
    b4 = {"exponential": 1 / 24, "Cayley": 1 / 8, "Lowdin": 3 / 8}[name]
    assert np.allclose(third, b3 * K3, atol=1e-5)
    assert np.allclose(fourth, b4 * K4, atol=1e-5)
    fit3 = np.vdot(K3, third).real / np.vdot(K3, K3).real
    fit4 = np.vdot(K4, fourth).real / np.vdot(K4, K4).real
    print(f"{name}: measured coefficient of K^3 {fit3:.5f}, of K^4 {fit4:.5f}")

# Gram-Schmidt departs from Lowdin at second order
gs_second = taylor_coefficient(
    lambda t: gram_schmidt(t * K) - lowdin(t * K), 2, 0.05)
assert np.allclose(gs_second, (np.triu(K2, 1) - np.tril(K2, -1)) / 2, atol=1e-5)
assert np.linalg.norm(gs_second) > 1e-2

# rotation angles and norm bounds, also far outside the series' convergence
w, V = np.linalg.eigh(-1j * K)
for size in (0.3, 1.0, 3.0, 10.0):
    angles = {"Cayley": 2 * np.arctan(size * w / 2), "Lowdin": np.arctan(size * w)}
    for name, c in CUBIC.items():
        U = MAPS[name](size * K)
        assert np.allclose(U, (V * np.exp(1j * angles[name])) @ V.conj().T, atol=1e-11)
        assert np.linalg.norm(U - exponential(size * K), 2) <= c * size**3 + 1e-12

# ---- C2H4, restricted Hartree-Fock ----
r_cc, r_ch, hcc_deg = 1.33, 1.09, 121.0
outward = np.pi - np.radians(hcc_deg)
xh, yh = r_cc / 2 + r_ch * np.cos(outward), r_ch * np.sin(outward)
atoms = [("C", (s * r_cc / 2, 0.0, 0.0)) for s in (1, -1)]
atoms += [("H", (s * xh, u * yh, 0.0)) for s in (1, -1) for u in (1, -1)]
mol = gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
n, nocc = len(S), mol.nelectron // 2
eri = mol.intor("int2e")
coulomb = eri.reshape(n * n, n * n)
exchange = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)


def two_electron(D):
    d = D.ravel()
    return (coulomb @ d - 0.5 * (exchange @ d)).reshape(n, n)


def density(C):
    return 2 * C[:, :nocc] @ C[:, :nocc].T


def energy(C):
    D = density(C)
    return np.sum(D * h) + 0.5 * np.sum(D * two_electron(D)) + mol.energy_nuc()


def fock_mo(C):
    return C.T @ (h + two_electron(density(C))) @ C


def generator(X):
    K = np.zeros((n, n))
    K[nocc:, :nocc] = X
    K[:nocc, nocc:] = -X.T
    return K


def gradient_form(C, X):
    return 4 * np.sum(fock_mo(C)[nocc:, :nocc] * X)


def hessian_form(C, X, Y):
    F, Co, Cv = fock_mo(C), C[:, :nocc], C[:, nocc:]
    D1 = 2 * Cv @ X @ Co.T
    response = Cv.T @ two_electron(D1 + D1.T) @ Co
    return 4 * np.sum(Y * (F[nocc:, nocc:] @ X - X @ F[:nocc, :nocc] + response))


D_guess = np.array(scf.hf.init_guess_by_minao(mol))
C_guess = eigh(h + two_electron(D_guess), S)[1]

# self-consistent iteration with a level shift of the virtual orbitals
C_scf, shift = C_guess, 0.3
for iteration in range(1000):
    D = density(C_scf)
    F = h + two_electron(D)
    residual = np.linalg.norm((C_scf.T @ F @ C_scf)[nocc:, :nocc])
    if residual < 1e-9:
        break
    C_scf = eigh(F + shift * (S - S @ D @ S / 2), S)[1]
assert residual < 1e-9
orbital_energy, C_scf = eigh(h + two_electron(density(C_scf)), S)
assert orbital_energy[nocc] > orbital_energy[nocc - 1]
in_plane = np.array(["pz" not in label for label in mol.ao_labels()])
assert np.linalg.norm(C_scf[in_plane][:, [nocc - 1, nocc]]) < 1e-6

F_vo = fock_mo(C_guess)[nocc:, :nocc]
X_descent = -F_vo / np.linalg.norm(F_vo, 2)
X_random = rng.normal(size=F_vo.shape)
X_random /= np.linalg.norm(X_random, 2)
X_pi = np.zeros_like(F_vo)
X_pi[0, nocc - 1] = 1.0


def rotated_energy(name, C, X, t):
    return energy(C @ MAPS[name](generator(t * X)))


def difference(name, C, X, t):
    return rotated_energy(name, C, X, t) - rotated_energy("exponential", C, X, t)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# block structure and equivalence of occupied-only orthonormalization
K = generator(0.4 * X_random)
X = K[nocc:, :nocc]
assert np.allclose(K @ K @ K, generator(-X @ X.T @ X), atol=1e-13)
occupied = symmetric_orthonormalize(
    C_guess[:, :nocc] + C_guess[:, nocc:] @ X, S)
D_low = density(C_guess @ lowdin(K))
assert np.allclose(2 * occupied @ occupied.T, D_low, atol=1e-10)
assert np.allclose(density(C_guess @ gram_schmidt(K)), D_low, atol=1e-10)

# gradient and Hessian are common to the maps, also off the stationary point
for X in (X_descent, X_random):
    E0 = energy(C_guess)
    for name in MAPS:
        slope = taylor_coefficient(
            lambda t: rotated_energy(name, C_guess, X, t), 1, 0.02)
        curve = 2 * taylor_coefficient(
            lambda t: rotated_energy(name, C_guess, X, t) - E0, 2, 0.02)
        assert abs(slope - gradient_form(C_guess, X)) < 1e-4
        assert close(curve, hessian_form(C_guess, X, X), 5e-4)

# leading energy differences; tolerance covers higher orders and rounding
for C, X, stationary in ((C_guess, X_descent, False),
                         (C_scf, X_random, True), (C_scf, X_pi, True)):
    X3 = -X @ X.T @ X
    for name, c in CUBIC.items():
        quartic = taylor_coefficient(lambda t: difference(name, C, X, t), 4, 0.04)
        assert close(quartic, c * hessian_form(C, X, X3), 5e-3)
        cubic = taylor_coefficient(lambda t: difference(name, C, X, t), 3, 0.02)
        if stationary:
            assert abs(cubic) < 1e-3 * abs(quartic)
        else:
            assert close(cubic, c * gradient_form(C, X3), 5e-3)

# ---- worked numbers ----
print(f"C2H4: C-C {r_cc:.2f} angstrom, C-H {r_ch:.2f} angstrom, H-C-C {hcc_deg:.0f} deg")
print(f"RHF/6-31G: {n} orbitals, {nocc} doubly occupied")
E_guess, E_scf = energy(C_guess), energy(C_scf)
print(f"converged energy {E_scf * EV:.4f} eV = {E_scf:.6f} hartree")
print(f"guess-orbital energy above converged {(E_guess - E_scf) * EV:.5f} eV")
print("A: guess orbitals, steepest descent, t = largest angle (rad)")
X3 = -X_descent @ X_descent.T @ X_descent
g1 = gradient_form(C_guess, X_descent)
h2 = hessian_form(C_guess, X_descent, X_descent)
g3 = gradient_form(C_guess, X3)
h4 = hessian_form(C_guess, X_descent, X3)
print(f"A: g(X) {g1 * EV:.5f} eV, H(X,X) {h2 * EV:.5f} eV")
print(f"A: g(X3) {g3 * EV:.5f} eV, H(X,X3) {h4 * EV:.5f} eV")
print(f"A: quadratic-model best step t = {-g1 / h2:.5f} rad")
print(f"A: cubic and quartic terms equal in size at t = {abs(g3 / h4):.5f} rad")
for t in (0.01, 0.02, 0.05, 0.10, 0.20):
    change = rotated_energy("exponential", C_guess, X_descent, t) - E_guess
    print(f"A: t={t:.2f} exponential energy change {change * EV:.6f} eV")
    for name, c in CUBIC.items():
        actual = difference(name, C_guess, X_descent, t) * EV
        p3 = c * g3 * t**3 * EV
        p34 = p3 + c * h4 * t**4 * EV
        print(f"   {name}-exp {actual:.4e}, cubic {p3:.4e}, cubic+quartic {p34:.4e} eV")
print("B: converged orbitals, pi rotated into pi*")
h_pi = hessian_form(C_scf, X_pi, X_pi)
print(f"B: residual norm of F_vo {np.linalg.norm(fock_mo(C_scf)[nocc:, :nocc]) * EV:.1e} eV")
print(f"B: H(X,X) {h_pi * EV:.5f} eV")
for t in (0.10, 0.20, 0.40):
    change = rotated_energy("exponential", C_scf, X_pi, t) - E_scf
    print(f"B: t={t:.2f} exponential energy change {change * EV:.6f} eV")
    for name, c in CUBIC.items():
        U = MAPS[name](generator(t * X_pi))
        angle = np.arctan2(U[nocc, nocc - 1], U[nocc - 1, nocc - 1])
        actual = difference(name, C_scf, X_pi, t) * EV
        print(f"   {name} angle {angle:.6f} rad, minus exp {actual:.4e}, "
              f"quartic {-c * h_pi * t**4 * EV:.4e} eV")
print("verified")
```

Output:

```
exponential: measured coefficient of K^3 0.16667, of K^4 0.04167
Cayley: measured coefficient of K^3 0.25000, of K^4 0.12500
Lowdin: measured coefficient of K^3 0.50000, of K^4 0.37500
C2H4: C-C 1.33 angstrom, C-H 1.09 angstrom, H-C-C 121 deg
RHF/6-31G: 26 orbitals, 8 doubly occupied
converged energy -2122.5817 eV = -78.003439 hartree
guess-orbital energy above converged 0.41679 eV
A: guess orbitals, steepest descent, t = largest angle (rad)
A: g(X) -15.80547 eV, H(X,X) 348.34885 eV
A: g(X3) 10.43390 eV, H(X,X3) -230.84608 eV
A: quadratic-model best step t = 0.04537 rad
A: cubic and quartic terms equal in size at t = 0.04520 rad
A: t=0.01 exponential energy change -0.140626 eV
   Cayley-exp 6.7687e-07, cubic 8.6949e-07, cubic+quartic 6.7712e-07 eV
   Lowdin-exp 2.7074e-06, cubic 3.4780e-06, cubic+quartic 2.7085e-06 eV
A: t=0.02 exponential energy change -0.246351 eV
   Cayley-exp 3.8706e-06, cubic 6.9559e-06, cubic+quartic 3.8780e-06 eV
   Lowdin-exp 1.5480e-05, cubic 2.7824e-05, cubic+quartic 1.5512e-05 eV
A: t=0.05 exponential energy change -0.353615 eV
   Cayley-exp -1.2137e-05, cubic 1.0869e-04, cubic+quartic -1.1546e-05 eV
   Lowdin-exp -4.8374e-05, cubic 4.3475e-04, cubic+quartic -4.6184e-05 eV
A: t=0.10 exponential energy change 0.168898 eV
   Cayley-exp -1.0659e-03, cubic 8.6949e-04, cubic+quartic -1.0542e-03 eV
   Lowdin-exp -4.2398e-03, cubic 3.4780e-03, cubic+quartic -4.2169e-03 eV
A: t=0.20 exponential energy change 3.833873 eV
   Cayley-exp -2.3733e-02, cubic 6.9559e-03, cubic+quartic -2.3824e-02 eV
   Lowdin-exp -9.3080e-02, cubic 2.7824e-02, cubic+quartic -9.5294e-02 eV
B: converged orbitals, pi rotated into pi*
B: residual norm of F_vo 5.8e-09 eV
B: H(X,X) 52.30133 eV
B: t=0.10 exponential energy change 0.259501 eV
   Cayley angle 0.099917 rad, minus exp -4.2836e-04, quartic -4.3584e-04 eV
   Lowdin angle 0.099669 rad, minus exp -1.7037e-03, quartic -1.7434e-03 eV
B: t=0.20 exponential energy change 1.014356 eV
   Cayley angle 0.199337 rad, minus exp -6.5064e-03, quartic -6.9735e-03 eV
   Lowdin angle 0.197396 rad, minus exp -2.5462e-02, quartic -2.7894e-02 eV
B: t=0.40 exponential energy change 3.702933 eV
   Cayley angle 0.394791 rad, minus exp -8.4495e-02, quartic -1.1158e-01 eV
   Lowdin angle 0.380506 rad, minus exp -3.1330e-01, quartic -4.4630e-01 eV
verified
```
